# Why null collisions reproduce the free-flight law of an electron

**Q.** In particle simulations of discharges, an electron's collision frequency changes with its energy, yet flight times are drawn at a constant rate and some of the collisions are then declared fictitious. Before I judge that, what is the correct law for the time of free flight?

**A.** Start the clock just after a collision. Until the next one the electron follows a deterministic orbit, fixed by its initial position and velocity and by the field. Its energy along that orbit is a known function $\varepsilon(t)$. So is its total collision frequency $\nu(t)=\nu(\varepsilon(t))$, summed over elastic and inelastic processes.

The physical assumption is that an electron still in flight at time $t$ collides in the next short interval $dt$ with probability $\nu(t)\,dt$, whatever happened before. Let $S(t)$ be the probability of no collision up to $t$. To survive until $t+dt$ the electron must survive until $t$ and then through $dt$:

$$S(t+dt)=S(t)\,[1-\nu(t)\,dt].$$

Subtract $S(t)$ and divide by $dt$:

$$\frac{dS}{dt}=-\nu(t)\,S(t),\qquad S(0)=1 .$$

Dividing by $S$ gives $d\ln S/dt=-\nu$, and integration from 0 gives

$$S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\nu(s)\,ds .$$

The probability that the flight ends between $t$ and $t+dt$ is the loss of survival, so the density of flight times is

$$f(t)=-\frac{dS}{dt}=\nu(t)\,e^{-\Lambda(t)} .$$

**Q.** Then draw a uniform random number $r$ and solve $\Lambda(t)=-\ln r$. Why invent anything else?

**A.** That is correct, but it requires the integral of $\nu$ along every orbit and a root search for every flight. With a constant frequency $\nu_*$ the equation would be $\nu_*t=-\ln r$, solved at once. The null-collision method keeps this simple draw:

1. Choose a constant $\nu_*$ with $0\le\nu(t)\le\nu_*$ everywhere on the orbit.
2. Draw a waiting time from the density $\nu_*e^{-\nu_*s}$ and move the electron along its orbit for that time. This gives a candidate.
3. With a fresh random number, accept the candidate as a real collision with probability $\nu(t)/\nu_*$, where $t$ is the time since the flight began.
4. If it is rejected, leave the velocity unchanged and go back to step 2 without resetting $t$.

The rejected candidates are the null collisions.

**Q.** The waiting times know nothing about the energy. How can the accepted time have the density $f$?

**A.** Count every way in which the first real collision can occur at $t$. Suppose it is preceded by $n$ null collisions at $t_1<t_2<\dots<t_n<t$. The waiting times are independent, so the joint density of these candidate times is

$$\nu_*e^{-\nu_*t_1}\;\nu_*e^{-\nu_*(t_2-t_1)}\cdots\nu_*e^{-\nu_*(t-t_n)}=\nu_*^{\,n+1}e^{-\nu_*t}.$$

There are $n+1$ factors $\nu_*$, and in the exponent all intermediate times cancel. Each of the first $n$ candidates is rejected with probability $1-\nu(t_i)/\nu_*$, and the last is accepted with probability $\nu(t)/\nu_*$. Multiplication gives

$$\nu_*^{\,n+1}e^{-\nu_*t}\,\frac{\nu(t)}{\nu_*}\prod_{i=1}^n\left[1-\frac{\nu(t_i)}{\nu_*}\right]
=\nu(t)\,e^{-\nu_*t}\prod_{i=1}^n\,[\nu_*-\nu(t_i)] .$$

One factor $\nu_*$ cancels in the acceptance probability. Each of the other $n$ turns a rejection probability into the null frequency $\nu_*-\nu$.

**Q.** The null times are still there, and they are ordered. How do you remove them?

**A.** Integrate over them. The product does not change when the times are interchanged. The cube $0<t_i<t$ divides into $n!$ regions, one for each ordering, and all contribute equally. The ordered integral is therefore the integral over the cube divided by $n!$, and over the cube the integrals separate:

$$\int_{0<t_1<\dots<t_n<t}\prod_{i=1}^n[\nu_*-\nu(t_i)]\,dt_1\cdots dt_n=\frac{M(t)^n}{n!},$$

$$M(t)=\int_0^t[\nu_*-\nu(s)]\,ds=\nu_*t-\Lambda(t).$$

The density for a real collision at $t$ after $n$ null ones is thus

$$f_n(t)=\nu(t)\,e^{-\nu_*t}\,\frac{M(t)^n}{n!}.$$

The simulation does not care how many null collisions came first, so sum over $n$. The series is that of the exponential:

$$\sum_{n=0}^\infty f_n(t)=\nu(t)\,e^{-\nu_*t}e^{M(t)}=\nu(t)\,e^{-\nu_*t+\nu_*t-\Lambda(t)}=\nu(t)\,e^{-\Lambda(t)}=f(t).$$

The constant $\nu_*$ has cancelled. The equality holds at each $t$ and involves no small time step.

**Q.** Could you not have said at once that a candidate comes with probability $\nu_*dt$ and is accepted with probability $\nu/\nu_*$, which makes $\nu\,dt$?

**A.** Yes, provided you add why the past does not matter. Exponential waiting times have no memory, the acceptance numbers are fresh, and a null collision leaves the orbit as it was. The chance of a real collision in $dt$ is then $\nu\,dt$ whatever null events came before, so the survival probability obeys the same differential equation with the same initial value. The longer count also gives the distribution of the number of null events.

**Q.** That covers one flight. A simulation strings millions together.

**A.** After a real collision the new velocity is drawn from the scattering law, which depends on the state at impact. The next flight starts from that velocity with new random numbers. The first flight has the right law, so the state at its end has the right law, so the second flight has it too, and so on by induction.

**Q.** And the kind of collision, elastic or inelastic?

**A.** Write $\nu=\sum_k\nu_k$. Divide the acceptance interval of length $\nu/\nu_*$ into pieces of length $\nu_k/\nu_*$ and let the same random number select the piece. In the count above, only the last factor changes, from $\nu(t)$ to $\nu_k(t)$. The joint density of time and process is $\nu_k(t)\,e^{-\Lambda(t)}$, as it is for the physical electron.

**Q.** What if the electron runs away and never collides? Your density need not integrate to one.

**A.** It need not:

$$\int_0^\infty f\,dt=S(0)-S(\infty)=1-e^{-\Lambda(\infty)}.$$

If $\Lambda(\infty)$ is finite, a fraction $e^{-\Lambda(\infty)}$ never collides. The method gives the same fraction, because it gives the same $f$. Take $\nu(t)=\nu_*e^{-\nu_*t}$, for which $\Lambda(\infty)=1$. The escaping fraction is $e^{-1}=0.3679$. Running the method on 400,000 flights, each stopped at $\nu_*t=30$, left 0.3688 without a collision. The statistical uncertainty is $\sqrt{0.368\times0.632/400000}=0.0008$, so the difference of 0.0009 is of the expected size. In such a case a program needs a stopping time or a wall, since for those electrons the loop has no end.

**Q.** I would like to see an electron whose frequency really changes in flight.

**A.** Take a gas at 100 mTorr and 300 K, with density $N=p/(k_BT)=3.22\times10^{15}\ \mathrm{cm^{-3}}$, and a uniform field $E=10$ V/cm. The electron starts at $\varepsilon_0=2$ eV, moving along the electric force. For the total cross section use the model

$$\sigma(\varepsilon)=\sigma_p\frac{2x}{1+x^2},\qquad x=\frac{\varepsilon}{\varepsilon_p},$$

with $\sigma_p=1.5\times10^{-15}\ \mathrm{cm^2}$ and $\varepsilon_p=12$ eV. It rises to $\sigma_p$ at 12 eV and then falls. Argon's total cross section also peaks at roughly that energy, but its values, including the height of the peak, differ from the model's. The atoms are taken to be at rest, so $\nu=N\sigma v$ with $v$ the electron speed.

In this geometry $\Lambda$ can be integrated. The path element is $ds=v\,dt$, and the energy gain is $d\varepsilon=eE\,ds$ with $e>0$. Hence $\nu\,dt=N\sigma\,ds=N\sigma\,d\varepsilon/(eE)$. With $d\varepsilon=\varepsilon_p\,dx$ and $x_0=\varepsilon_0/\varepsilon_p$,

$$\Lambda=\frac{N\sigma_p\varepsilon_p}{eE}\int_{x_0}^{x}\frac{2y\,dy}{1+y^2}=a\,\ln\frac{1+x^2}{1+x_0^2},\qquad a=\frac{N\sigma_p\varepsilon_p}{eE},$$

$$S=\left(\frac{1+x_0^2}{1+x^2}\right)^{a}.$$

Here $N\sigma_p=4.83\ \mathrm{cm^{-1}}$ and $\varepsilon_p/(eE)=1.2$ cm, so $a=5.79$. At late times $x$ grows as $t^2$ and $S$ falls as $t^{-4a}$. This electron therefore collides with certainty, and its mean flight time is finite.

**Q.** What constant frequency do you choose?

**A.** The largest real one at any energy. Since $v=v_p\sqrt{x}$, with $v_p=0.2055$ cm/ns the speed at 12 eV,

$$\nu=N\sigma_pv_p\,\frac{2x^{3/2}}{1+x^2}.$$

Setting the derivative of $\ln\nu$ to zero gives $3/(2x)=2x/(1+x^2)$, hence $3+3x^2=4x^2$ and $x=\sqrt3$. The maximum lies at 20.8 eV, well above the peak of $\sigma$, because the speed still rises there. Its value is

$$\nu_*=N\sigma_pv_p\,\frac{3^{3/4}}{2}=4.83\times0.2055\times1.140=1.131\ \mathrm{ns^{-1}}.$$

At the start of the flight the real frequency is only $0.131\ \mathrm{ns^{-1}}$, so a candidate there would be rejected almost nine times in ten.

**Q.** How long does the electron fly?

**A.** For the median set $S=1/2$, which means $1+x^2=(1+x_0^2)\,2^{1/a}$. With $x_0=1/6$ this is $1.0278\times1.1271=1.158$, so $x=0.398$ and $\varepsilon=4.78$ eV. The distance is $(4.78-2)/10=0.28$ cm. The speed grows linearly, from 0.0839 cm/ns to 0.1296 cm/ns, at $eE/m=0.01759\ \mathrm{cm/ns^2}$. The median time is $0.0457/0.01759=2.60$ ns.

The mean is $\langle T\rangle=\int_0^\infty t\,f\,dt=\int_0^\infty S\,dt$, by parts, because $tS$ vanishes at both ends. The trapezoidal rule gives 2.809 ns. The null-collision method, run for 400,000 flights, gives 2.805 ns.

**Q.** Show me the null collisions adding up at one definite time.

**A.** Take $t=3.0$ ns. The probability of $n$ null events and no real one by then follows from the same count without the final candidate. There are $n$ factors $\nu_*$, which go into the $n$ rejection factors, and the result is

$$S_n(t)=e^{-\nu_*t}\frac{M(t)^n}{n!}.$$

Here $\nu_*t=3.392$ and $\Lambda=0.877$, so $M=2.515$. For $n=0$ to 5 the values are 0.034, 0.085, 0.106, 0.089, 0.056 and 0.028. These six add up to 0.398, and the whole series gives 0.416. The physical survival probability is $e^{-0.877}=0.416$. For an electron that has survived to 3 ns the most likely number of null collisions is two, with probability $0.106/0.416=0.26$. However many there were, none of them has altered its motion.

**Q.** So the price is wasted candidates. How many?

**A.** Given a real collision at $t$, the number of preceding null events has probability

$$\frac{f_n(t)}{f(t)}=e^{-\nu_*t+\Lambda(t)}\frac{M^n}{n!}=e^{-M}\frac{M^n}{n!},$$

a Poisson law with mean $M(t)$. Adding the real event and averaging over the flight time $T$, the mean number of candidates is

$$\langle K\rangle=1+\langle M(T)\rangle=1+\nu_*\langle T\rangle-\langle\Lambda(T)\rangle .$$

If collision is certain, the substitution $d\Lambda=\nu\,dt$ gives

$$\langle\Lambda(T)\rangle=\int_0^\infty\Lambda\,\nu e^{-\Lambda}dt=\int_0^\infty\Lambda e^{-\Lambda}d\Lambda=1 .$$

Therefore $\langle K\rangle=\nu_*\langle T\rangle$ when $\langle T\rangle$ is finite. In the example it is $1.131\times2.809=3.18$, and the simulated flights needed 3.17. With $\nu_*$ tripled they needed 9.53. With waiting times drawn as in steps 1 to 4, a loose bound costs work and leaves the flight law unchanged. In the special case of constant $\nu$, where $\langle T\rangle=1/\nu$, the formula becomes $\nu_*/\nu$, the inverse of the acceptance probability.

**Q.** Few of these electrons get anywhere near 20.8 eV. May I lower $\nu_*$ and save candidates?

**A.** Not below a frequency the orbit can reach. With a bound $\nu'$ that is too low, a candidate where $\nu>\nu'$ is accepted with probability one, not $\nu/\nu'$. Real collisions then occur at the rate $\nu'\min(1,\nu/\nu')=\min(\nu,\nu')$. The proof applies to this reduced frequency, so the method samples the wrong electron faithfully. If $\nu'$ is the frequency at 4 eV, $0.344\ \mathrm{ns^{-1}}$, integration of the reduced survival law gives a mean flight time of 3.50 ns, 25% above the correct value.

The error need not be visible in the mean. If only rare energetic electrons exceed the bound, it falls on them, and they do the ionizing. In a gas of non-uniform density the bound must cover the product $N\sigma v$ everywhere the orbit can reach. A safe choice combines the largest density with the largest value of $\sigma v$, even if the two occur at different places.

**Q.** If a candidate is rejected, why not put the electron back at the start and draw again? That is how rejection sampling usually works.

**A.** That would sample a different density. Each attempt yields an accepted time with density $\nu_*e^{-\nu_*t}\,\nu(t)/\nu_*=\nu(t)e^{-\nu_*t}$ and succeeds with total probability $q=\int_0^\infty\nu e^{-\nu_*t}dt$. Summing over failed attempts gives

$$\sum_{j=0}^\infty(1-q)^j\,\nu(t)e^{-\nu_*t}=\frac{\nu(t)\,e^{-\nu_*t}}{q}.$$

The factor $e^{M(t)}$ is missing, and it is the factor that restores long flights. In the example $q=0.197$ and the mean time falls to 1.31 ns, less than half the correct 2.81 ns. The time before a null collision is real flight time and must be kept.

Nor may the frequency at the start of the flight be used for acceptance. That would give an exponential law with mean $1/0.131=7.6$ ns, 2.7 times too long.

**Q.** You launched the electron in the easy direction. What if it starts against the force?

**A.** Then $\nu(t)$ first falls and later rises. The proof never assumed that it was monotonic, and the same $\nu_*$ serves, since it bounds $\nu$ at every energy. The electron stops after $0.0839/0.01759=4.77$ ns, turns round, and after 9.54 ns is back at its starting point with the forward velocity of the first case. Going down to zero energy and coming back each contribute $a\ln(1+x_0^2)=0.159$ to $\Lambda$. A fraction $e^{-0.318}=0.73$ thus survives the loop and then flies for another 2.81 ns on average. These electrons contribute $0.73\times12.35=9.0$ ns to the mean. Numerical integration of $S$ for the whole flight gives 10.2 ns, the rest coming from electrons that collide within the loop.

**Q.** Do inelastic collisions matter on such short flights?

**A.** Let a model excitation process take the share $0.3\,(1-11.5\ \mathrm{eV}/\varepsilon)$ of $\nu$ above a threshold of 11.5 eV. Integrating $\nu_kS$ gives $1.11\times10^{-3}$ as the fraction of flights that end in excitation, or 444 in 400,000. The simulation produced 466, an excess of 22 where the statistical uncertainty is $\sqrt{444}=21$. The method places these rare events correctly within its noise, but it does not make them less rare. The fraction holds for a first flight from 2 eV. Electrons that have gained energy over several flights excite far more often, so inelastic collisions cannot be left out of a discharge simulation.

**Q.** How close is this to a real reactor?

**A.** The pressure is typical of a capacitively coupled argon processing discharge. The model cross section shares with argon's a rise to a peak and a fall beyond it, but not necessarily the steepness of either. The field of 10 V/cm, or 311 Td, is high for the quasi-neutral plasma and low for the sheaths. A real field also varies in space, which the example ignores. In the weak-field limit the forward electron keeps its initial frequency, and its mean time tends to 7.6 ns instead of 2.8 ns. Variation in time at 13.56 MHz matters little if the flight starts at the peak of the field: the mean becomes 2.82 ns. At another phase the field itself is different.

Heating the gas to 400 K at fixed pressure lowers $N$ by a quarter and lengthens the mean to 3.3 ns. A cross section 25% smaller would do the same. More than half of the flights end between 2 and 5 eV, and the model was not fitted to argon there, so an error of that size cannot be excluded. Even the second digit of 2.8 ns therefore need not carry over to a real discharge. The model also omits argon's minimum below 1 eV. Only the launch against the force passes through it, and since the model cross section is already small there, an effective-range form for argon below 1 eV changes that mean only by about 1%, from 10.2 to 10.3 ns. Thermal atoms move at $5\times10^{-4}$ of the electron's initial speed. For a plasma density of $10^{10}\ \mathrm{cm^{-3}}$ and electrons at 3 eV, the small-angle Coulomb estimate $4\pi b^2\ln(\lambda_D/b)$ for the cross section, with $b=e^2/(8\pi\epsilon_0\varepsilon)$ and $\lambda_D$ the Debye length, gives about $10^{-4}$ of the gas collision frequency at 4.78 eV. The ratio rises steeply at low energy and reaches one near 0.2 eV, so Coulomb collisions are not negligible for the launch against the force. Across a 2 cm gap, a fraction $2.3\times10^{-4}$ would pass without a collision and reach 22 eV. In the model those electrons cross the energy of the largest frequency, so the bound must include it. The maximum at 20.8 eV belongs to the model. For real argon the bound must be sought in the tabulated data, over all energies the electrons can reach.

**Q.** Then what does the proof leave for me to doubt?

**A.** The inputs. The cross sections may be wrong, the computed orbit may be inaccurate, the bound may be broken, or the random numbers may be correlated. If the bound holds, the random numbers are independent and the waiting times are drawn as in steps 1 to 4, the null collisions add no error to the flight law of the given $\nu(t)$. Many particle-in-cell codes instead use a fixed step $\Delta t$ with at most one candidate per step, of probability $1-e^{-\nu_*\Delta t}$. A real collision then has probability $(\nu/\nu_*)(1-e^{-\nu_*\Delta t})$ per step, which depends on $\nu_*$, and the proof does not cover it. In the example, $\Delta t=0.037$ ns gives a mean flight time of 2.83 ns with the tight bound and 2.90 ns with the bound tripled, instead of 2.81 ns.
